# Frank's Rule and the Driving Force for Unfaulting End-of-Range Loops

Ion implantation leaves silicon with an excess of self-interstitials. If the surface layer was made amorphous, annealing regrows it, and the interstitials just beyond the former amorphous–crystalline boundary gather into end-of-range defects. One form is the Frank loop: a disk of extra crystal on a {111} plane, bounded by a dislocation with Burgers vector $\tfrac a3[111]$ and containing a stacking fault. Another is the perfect loop, with Burgers vector $\tfrac a2[110]$ and no fault. What makes the first turn into the second?

## The belief and its appeal

The reaction is written

$$\tfrac a3[111]+\tfrac a6[11\bar2]\rightarrow\tfrac a2[110], \tag{1}$$

and one may suppose that it proceeds because Frank's rule favours it. The rule takes the energy per length of a dislocation as proportional to $b^2$, so a reaction is favourable if the sum of squares falls. It is a sensible rule. It correctly suggests, for instance, that a perfect dislocation lowers its elastic energy by splitting into two Shockley partials, since $\tfrac12a^2$ exceeds $\tfrac16a^2+\tfrac16a^2$. As the product in (1) is a perfect dislocation in unfaulted crystal, it is tempting to suppose that its line energy is also favourable.

The squares say otherwise:

$$\frac{a^2}{9}(1+1+1)+\frac{a^2}{36}(1+1+4)=\frac{a^2}{3}+\frac{a^2}{6}=\frac{a^2}{2},\qquad \frac{a^2}{4}(1+1)=\frac{a^2}{2}.$$

The rule is neutral. The reason is geometric: $|\mathbf b_F+\mathbf b_S|^2=b_F^2+b_S^2+2\,\mathbf b_F\cdot\mathbf b_S$, and the Frank vector is normal to the fault plane while the Shockley vector lies in it.

It is then natural to say that removal of the fault supplies the driving force. That is right, but incomplete. Equation (1) has a Shockley dislocation on its left side, and an isolated Frank loop has none. For the loop itself the change is from $a^2/3$ to $a^2/2$, which is a cost. The fault energy must pay for the missing dislocation, and whether it can do so depends on the size of the loop.

## What the shear does to the stacking

Label the {111} layers A, B, C. In silicon each letter stands for a pair of atomic planes joined by vertical bonds. An interstitial loop inserts one layer:

$$\text{A B C}\,|\,\text{B}\,|\,\text{A B C}\qquad\text{(extrinsic fault)}.$$

The vector $\mathbf t=\tfrac a6[11\bar2]$ moves a layer one step in the order A→B→C→A. Applied on one plane, it fails. If the inserted B and everything above it move, B becomes C and sits on C. If only the layers above the insert move, A becomes B and sits on B.

Two shears on adjacent planes succeed. Take $\tfrac a6[2\bar1\bar1]$ and $\tfrac a6[\bar12\bar1]$. Each differs from $-\mathbf t$ by a lattice vector, $\tfrac a2[10\bar1]$ and $\tfrac a2[01\bar1]$ respectively, so each moves layers one step backwards. The first acts on the inserted layer and all above it, the second on the layers above the insert:

$$\text{ABC B ABC}\rightarrow\text{ABC A CAB}\rightarrow\text{ABC A BCA}.$$

The middle sequence has an intrinsic fault; the last is perfect. The two vectors add to $\tfrac a6[11\bar2]$, so (1) is the net reaction, and its Shockley dislocation is a pair.

This adds a qualification to the count. If two separate partials are supplied, the squares go from $\tfrac13+\tfrac16+\tfrac16=\tfrac23$ to $\tfrac12$, in units of $a^2$, and the rule does favour the reaction. Yet both partials are perpendicular to $\mathbf b_F$. The gain of $\tfrac16$ comes from their attraction to each other: $\tfrac16+\tfrac16\rightarrow\tfrac16$. Below, the pair is treated as one dislocation of vector $\mathbf b_S=\tfrac a6[11\bar2]$, neglecting the spacing of its two planes. The size of this approximation is given near the end.

## Elastic energy of a jump across a plane

The rule ignores the difference between edge and screw lines and the shape of the loop. To see whether neutrality survives, we compute the loop energies in linear isotropic elasticity, with shear modulus $\mu$ and Poisson ratio $\nu$.

Let the fault plane be $z=0$. A dislocation loop is a jump in displacement across this plane, equal to $\mathbf b$ inside the loop and zero outside. Start with one Fourier component of the jump, of amplitude $\Delta$ and wavevector $k$ along $x$. Equilibrium requires

$$\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\cdot\mathbf u)=0. \tag{2}$$

**Opening.** The jump is $\Delta\cos kx$ along $z$. For $z>0$ take, with $A=\Delta/[4(1-\nu)]$,

$$u_x=A[-(1-2\nu)+kz]e^{-kz}\sin kx,\qquad u_z=A[2(1-\nu)+kz]e^{-kz}\cos kx.$$

At $z=0$ this gives $u_z=\tfrac12\Delta\cos kx$; the lower half is the mirror image and supplies the other half of the jump. The divergence is $-2(1-2\nu)kAe^{-kz}\cos kx$. Since $\nabla^2(kz\,e^{-kz}f)=-2k^2e^{-kz}f$ for $f=\sin kx$ or $\cos kx$, the $x$ component of (2) reads $-2k^2A+2k^2A=0$ times $e^{-kz}\sin kx$, and the $z$ component reads the same times $e^{-kz}\cos kx$.

The stresses on the plane are

$$\sigma_{xz}=\mu kA[1+(1-2\nu)-2(1-\nu)]\sin kx=0,$$
$$\sigma_{zz}=-2\mu kA[(1-2\nu)+2\nu]\cos kx=-\frac{\mu k}{2(1-\nu)}\Delta\cos kx.$$

**Sliding along $k$.** The jump is $\Delta\cos kx$ along $x$. The field for $z>0$ is

$$u_x=A[2(1-\nu)-kz]e^{-kz}\cos kx,\qquad u_z=A[(1-2\nu)+kz]e^{-kz}\sin kx,$$

continued below with $u_x$ odd and $u_z$ even in $z$. Its divergence is $-2(1-2\nu)kAe^{-kz}\sin kx$, and (2) again holds by cancellation of terms $\pm2k^2A$. On the plane $\sigma_{zz}=(4\mu\nu kA-4\mu\nu kA)\sin kx=0$, while $\sigma_{xz}=-2\mu kA\cos kx$, the same magnitude as for opening.

**Sliding across $k$.** Here $u_y=\tfrac12\Delta e^{-kz}\cos kx$, which is harmonic and free of divergence, and $\sigma_{yz}=-\tfrac12\mu k\Delta\cos kx$.

The work of creating a jump is half the opposing traction times the jump. The energy per area is therefore $\tfrac12K\Delta^2\langle\cos^2kx\rangle$, with

$$K=\frac{\mu k}{2(1-\nu)}\ \text{(opening, sliding along }k),\qquad K=\frac{\mu k}{2}\ \text{(sliding across }k). \tag{3}$$

An opening jump produces no shear traction on the plane, so it does no work on a sliding jump. There is no cross term between them.

## Energy of a circular loop

For a loop of radius $R$ the Fourier transform of the jump is

$$b\int_0^R2\pi r\,J_0(kr)\,dr=\frac{2\pi bR\,J_1(kR)}{k}.$$

A sharp step would give infinite energy. We multiply by $e^{-\zeta k}$, which spreads the step over a core of half-width $\zeta$.

For the Frank vector the jump is pure opening, so $K=M_pk$ with $M_p=\mu/[2(1-\nu)]$. For the Shockley vector the direction of $\mathbf k$ runs around the circle, and the two sliding kernels enter with weights $\cos^2$ and $\sin^2$, each averaging to one half:

$$M_s=\frac12\left[\frac{\mu}{2(1-\nu)}+\frac\mu2\right]=\frac{\mu(2-\nu)}{4(1-\nu)}.$$

With $M$ standing for either factor,

$$E=\frac12\int_0^\infty\frac{2\pi k\,dk}{(2\pi)^2}\,\frac{4\pi^2b^2R^2J_1^2(kR)}{k^2}\,Mk\,e^{-2\zeta k}=\pi RMb^2I(p),$$

where $I(p)=\int_0^\infty J_1^2(x)e^{-px}dx$, $x=kR$ and $p=2\zeta/R$.

To evaluate $I$ for a loop much larger than its core, use $J_1^2(x)=\frac1\pi\int_0^\pi J_0(2x\sin\theta)\cos2\theta\,d\theta$ and $\int_0^\infty J_0(cx)e^{-px}dx=(c^2+p^2)^{-1/2}$. By symmetry about $\pi/2$,

$$I=\frac2\pi\int_0^{\pi/2}\frac{1-2\sin^2\theta}{\sqrt{p^2+4\sin^2\theta}}\,d\theta.$$

As $p\to0$ the second term in the numerator contributes $-\int_0^{\pi/2}\sin\theta\,d\theta=-1$. In the first, set $q=p/2$ and write $1=\cos\theta+(1-\cos\theta)$:

$$\frac12\int_0^{\pi/2}\frac{d\theta}{\sqrt{q^2+\sin^2\theta}}\simeq\frac12\left[\operatorname{arsinh}\frac1q+\int_0^{\pi/2}\tan\frac\theta2\,d\theta\right]\simeq\frac12\left[\ln\frac2q+\ln2\right]=\frac12\ln\frac8p.$$

Hence $I\simeq\frac1\pi[\ln(8/p)-2]$, and

$$E=Mb^2R\left[\ln\frac{4R}{\zeta}-2\right]\qquad(R\gg\zeta). \tag{4}$$

Let all the loops have the same core half-width $\zeta$. Because the cross term vanishes, a perfect loop lying on the same plane then has

$$E_{\rm perfect}(R)=E_{\rm Frank}(R)+E_{\rm Shockley}(R). \tag{5}$$

Neutrality thus survives the loop geometry and the edge and screw factors within this model. Equation (5) also identifies the cost of converting a bare Frank loop: one whole Shockley loop.

## The balance for a bare loop

Let $\gamma$ be the fault energy per area. At equal $R$ the two loops hold the same number of interstitials, because their Burgers vectors have the same component $a/\sqrt3$ along the plane normal. No atoms need be gained or lost, and the energy change is

$$\Delta E(R)=M_sb_S^2R\left[\ln\frac{4R}{\zeta}-2\right]-\pi\gamma R^2. \tag{6}$$

The cost grows as $R\ln R$ and the gain as $R^2$. Large loops therefore favour the perfect state. The change of sign is at

$$\pi\gamma R_0=M_sb_S^2\left[\ln\frac{4R_0}{\zeta}-2\right]. \tag{7}$$

Counting squares cannot give this radius, since it contains neither $R$ nor $\gamma$. If $\gamma$ tends to zero, $R_0$ grows without limit: with no fault energy, nothing in (6) pays for the extra line energy.

For silicon take the rough typical values $a=0.543$ nm, $C_{11},C_{12},C_{44}=166,64,80$ GPa and $\gamma=60$ mJ/m², with an assumed core half-width $\zeta=0.2$ nm. Voigt averaging gives $\mu=68.4$ GPa and $\nu=0.217$, hence $M_s=38.94$ GPa. With $b_S=a/\sqrt6=0.2217$ nm and 1 GPa = 6.242 eV/nm³,

$$M_sb_S^2=11.94\ \text{eV/nm},\qquad\gamma=0.3745\ \text{eV/nm}^2.$$

For $R=20$ nm, $\ln400-2=3.99$. The Shockley term costs $11.94\times20\times3.99\approx953$ eV, while the fault returns $\pi\times0.3745\times400\approx471$ eV. The net change is **+483 eV** from unrounded values. With these inputs, conversion of this bare loop is uphill, although the fault disappears.

The elastic energies show (5) at work. The Frank loop has 2139 eV, and $2139+953=3092$ eV. Numerical integration with the full vector $\tfrac a2[110]$ also gives 3092 eV. The ratio of perfect to Frank energy is 1.45, not the 1.5 of the squares, because the Shockley component is partly screw and has the smaller factor $M_s$.

For $R=80$ nm the cost is 5138 eV and the gain 7530 eV, a net change of −2392 eV. The crossover lies at $R_0=49.8$ nm, about 50 nm, where the loop holds some $1.2\times10^5$ interstitials.

If a Shockley loop of the same radius is counted as already present, its energy stands on both sides. The elastic change is then zero and the total change is $-\pi\gamma R^2$ for any $R$. This is the sense in which a neutral rule and a driving force from the fault belong together.

## A driving force is not yet a path

Suppose the Shockley dislocation starts as a small circular loop of radius $r$ inside the Frank loop and expands to its edge. The absence of a cross term holds for any two jumps on the plane, so the Frank dislocation neither attracts nor repels it in this model. The energy along the path is (6) with $R$ replaced by $r$. Its derivative vanishes when

$$M_sb_S^2\left[\ln\frac{4r}{\zeta}-1\right]=2\pi\gamma r, \tag{8}$$

where the $-2$ has become $-1$ because $r\,d(\ln r)/dr=1$. The root at the maximum is $r^*=26.8$ nm. Using (8) to eliminate $\gamma$ from (6) gives the barrier

$$E^*=\tfrac12M_sb_S^2r^*\left[\ln\frac{4r^*}{\zeta}-3\right]=\tfrac12(11.94)(26.82)(3.285)\approx526\ \text{eV}.$$

At 1273 K, $k_BT=0.110$ eV, so the barrier is about 4800 $k_BT$. Thermal fluctuation will not take a loop over it.

There are three ranges of size. A Frank loop smaller than $r^*$ faces a path that climbs up to its edge, once $r$ is well beyond the core. Between $r^*$ and $R_0$ the path passes its maximum and descends, but ends above the starting energy. Beyond $R_0$ the perfect loop is lower in energy, yet the same barrier stands in the way.

A shear stress $\tau$ resolved along $\mathbf b_S$ does work $\tau b_S$ per swept area and so adds to $\gamma$. The fault by itself is equivalent to $\gamma/b_S=271$ MPa. A stress of 1 GPa raises the total driving force by a factor $1+1000/271\approx4.7$, and the maximum moves to $r=3.5$ nm with a barrier of 26 eV. That is still about 240 $k_BT$. Along this path, a uniform stress of 1 GPa is not enough. The barrier falls quickly with stress, however: at 2 GPa the same model leaves only 3 to 4 eV, at a radius of 1.4 nm, where the result depends strongly on the core and continuum elasticity is no longer a safe guide. Treating the pair as one dislocation also matters much more at these small radii: with the two partials on their own planes, the barriers become about 67 eV at 1 GPa and 20 eV at 2 GPa.

These barriers belong to a circular pair growing as a unit. They do not exclude a route that starts at a defect, in a concentrated stress, or with a dislocation arriving from elsewhere. Such a dislocation brings line energy that the loop would otherwise have to supply. The first partial of the pair cannot draw on the full fault energy by itself, because it leaves an intrinsic fault behind. Only the difference between the two fault energies is available to it, and this may be small or even negative.

## Where neutrality holds and where it bends

Silicon is cubic, not isotropic, and a straight segment can then have an elastic cross term between $\mathbf b_F$ and $\mathbf b_S$. With the constants above, this term ranges from −0.19 to +0.12 of the mean Shockley term as the segment turns in the plane. Reaction (1) is thus slightly favourable on some segments and unfavourable on others.

For the whole circular loop the term vanishes by symmetry. It is linear in $\mathbf b_S$, so it can be written $\mathbf g\cdot\mathbf b_S$ with $\mathbf g$ a fixed vector in the plane. A rotation by 120° about [111] leaves crystal, circle and $\mathbf b_F$ unchanged, so it must leave $\mathbf g$ unchanged; the only such vector in the plane is zero. A loop without this symmetry need not be neutral. Cubic elasticity also changes $M_s$ to 37.5 GPa, which moves $R_0$ from 49.8 to 47.5 nm.

## Beside real end-of-range loops

End-of-range loops commonly have radii of roughly ten to some tens of nanometres, so the crossover calculated with $\gamma=60$ mJ/m² falls in a relevant range. It is not a sharp prediction. With other inputs held fixed, fault energies of 50 and 70 mJ/m² give $R_0=62.5$ and 41.0 nm; core half-widths of 0.1 and 0.4 nm, the same for both loops, give 58.4 and 40.7 nm. The extrinsic fault energy is itself uncertain, and first-principles values are often lower than the one used here: 40, 30 and 20 mJ/m² give $R_0=82$, 117 and 190 nm, beyond the usual loop sizes. A difference between the two cores matters more. With 0.2 nm kept for the Frank loop, 0.15 and 0.3 nm for the perfect loop give 61.4 and 31.9 nm, and with 0.4 nm even the 20 nm loop converts downhill. Moduli 10 % lower, as an allowance for a hot crystal, give 43.6 nm. Keeping the two partials of the pair on their own planes, $a/\sqrt3=0.31$ nm apart and each with a core half-width of 0.2 nm, gives about 60 nm and raises the barrier at zero stress from 526 to about 815 eV.

Another large shift comes from the assumption that the perfect loop stays on (111). Without a fault it is free to turn. On (110) its Burgers vector is normal to the plane, and the same number of interstitials fits in an area smaller by the factor $[110]\cdot[111]/(\sqrt2\sqrt3)=0.816$. If the turned loop is again circular, which requires atoms to move along its rim, $R_0$ falls to 33.3 nm, or to about 31 nm with cubic elasticity. Turning therefore helps to pay for the extra line energy. A 20 nm loop remains below this crossover, but not for every plausible input: a fault energy of 70 mJ/m², a core half-width of 0.4 nm for both loops and moduli 10 % lower, taken together, bring it down to about 17 nm, or 16 nm with cubic elasticity.

Real loops also lie near a surface and near one another. For an assumed depth $d=100$ nm, the ratio $(R_0/2d)^3=0.015$ suggests a small surface effect, but it is a geometric scale and not a calculated correction. Stress from neighbouring loops is also left out; it becomes more important as the loops lie closer together.

The numerical output below lists the inputs, the energy balances and several of these variations. For a loop that stays on its plane, with the same core width before and after, the quantity to compare with the fault energy is the energy of the Shockley dislocation: it cancels when that dislocation is already there, and must be paid when it is not. If the loop turns or its core changes, the cost changes too.

## Table of computed values

```
b^2/a^2 Frank, Shockley, perfect: 1/3 1/6 1/2
b^2/a^2 with two separate Shockleys: 2/3 -> 1/2
b^2/a^2 after first Shockley only: 1/2
hexagonal layers: extrinsic, one shear, two shears: [3, 5] [4, 5] []
lattice parameter a = 0.543 nm
C11, C12, C44 = 166, 64, 80 GPa
Voigt shear modulus = 68.4 GPa, Poisson ratio = 0.217
Mp = 43.67 GPa, Ms = 38.94 GPa
|b| Frank, Shockley, perfect = 0.3135, 0.2217, 0.3840 nm
fault energy = 60 mJ/m^2 = 0.3745 eV/nm^2
core half-width = 0.2 nm
Ms bS^2 = 11.942 eV/nm, Mp bF^2 = 26.790 eV/nm
R = 20 nm: Frank elastic 2139 eV, Shockley 953 eV
   perfect elastic (quadrature) 3092 eV
   fault energy removed 471 eV, net change 483 eV
R = 80 nm: Frank elastic 11526 eV, Shockley 5138 eV
   perfect elastic (quadrature) 16663 eV
   fault energy removed 7530 eV, net change -2392 eV
crossover radius R0 = 49.8 nm
interstitials in loop at R0 = 1.22e+05
path maximum: r = 26.8 nm, barrier = 526 eV
kT at 1273 K = 0.1097 eV
stress equivalent gamma/bS = 271 MPa
with 1 GPa resolved stress: r = 3.52 nm, barrier = 26.3 eV
cubic Ms = 37.50 GPa, R0 = 47.5 nm
cubic cross term / mean Shockley term, one segment: -0.187 to 0.125
same ratio, loop average: 3.6e-17
R0 with moduli 10 % lower = 43.6 nm
R0 for core 0.1 and 0.4 nm = 58.4, 40.7 nm
R0 for fault energy 50 and 70 mJ/m^2 = 62.5, 41.0 nm
R0 if perfect loop turns to (110) = 33.3 nm
surface scale (R0/2d)^3 at depth d = 100 nm: 0.015
```
